\section*{Van der Waals pressure and weight of a gold film near silicon}

\section{Question}

In metal-assisted etching, a thin gold film lies on silicon in an aqueous bath and sinks into the silicon as it dissolves. Suppose that the film is 20 nm thick and that a liquid layer 1 nm thick separates it from the silicon. How strongly does the van der Waals force pull the film toward the silicon, how does this pull compare with the film's weight, and how do the two change with film thickness and gap?

\section{The weight and the model}

A film of density $\rho$ and thickness $t$ has the weight per area
\begin{equation}
 w=\rho g t .
\end{equation}
With $\rho=19300$ kg/m$^3$, $g=9.807$ m/s$^2$ and $t=20$ nm,
\begin{equation}
 w=19300\times9.807\times20\times10^{-9}\ \mathrm{Pa}
 =3.79\times10^{-3}\ \mathrm{Pa}.
\end{equation}
In the unit used below this is $2.36\times10^{-11}$ eV/nm$^3$. Buoyancy, left out here, would lower it by about 5\%.

The attraction needs a model. Silicon fills $z<0$, liquid fills $0<z<d$, and gold lies above $z=d$. The surfaces are flat, parallel and free of oxide. Each medium responds linearly and locally, with permittivity $\varepsilon_S$, $\varepsilon_L$ or $\varepsilon_G$. The gap is taken as so narrow that the travel time of light can be neglected, and the temperature is zero. The gold is first taken as infinitely thick. The effects of retardation, temperature and finite film thickness are calculated later; those of roughness, oxide and nonlocal response are not.

The algebra is in atomic units, with $\hbar=k_B=1$, so a frequency is also an energy. A positive pressure $P$ means attraction.

\section{Surface modes of the gap}

Charge fluctuations in the two solids are coupled by their electric fields. Without retardation the field has a potential $\phi=f(z)e^{i\mathbf k\cdot\mathbf r}$, where $\mathbf r$ and $\mathbf k$ lie along the surfaces. Inside each medium $\nabla^2\phi=0$, hence $f''=k^2f$. The solutions that stay finite far away are
\begin{equation}
 f=\begin{cases}
 Be^{kz}, & z<0,\\
 Ce^{kz}+De^{-kz}, & 0<z<d,\\
 Ge^{-k(z-d)}, & z>d.
 \end{cases}
\end{equation}
The potential and the normal displacement $-\varepsilon f'$ are continuous. At $z=0$ this gives $B=C+D$ and $\varepsilon_SB=\varepsilon_L(C-D)$. Eliminating $B$,
\begin{equation}
 (\varepsilon_S+\varepsilon_L)D=-(\varepsilon_S-\varepsilon_L)C,
 \qquad D=-\Delta_SC,
\end{equation}
where, for $j=S,G$,
\begin{equation}
 \Delta_j=\frac{\varepsilon_j-\varepsilon_L}{\varepsilon_j+\varepsilon_L}.
\end{equation}
At $z=d$ the conditions are $Ce^{kd}+De^{-kd}=G$ and $\varepsilon_L(Ce^{kd}-De^{-kd})=-\varepsilon_GG$. Eliminating $G$ gives
\begin{equation}
 Ce^{kd}=-\Delta_GDe^{-kd}. \label{eq:top}
\end{equation}
Inserting $D=-\Delta_SC$ yields $C=\Delta_G\Delta_Se^{-2kd}C$. A mode with $C\neq0$ therefore requires
\begin{equation}
 F\equiv1-x=0,\qquad x=\Delta_G\Delta_Se^{-2kd}. \label{eq:mode}
\end{equation}
The factor $e^{-2kd}$ describes one round trip of the decaying field across the gap.

\section{From mode frequencies to energy}

Let each permittivity be a sum of undamped oscillator terms. The matter and its field then form a set of coupled harmonic oscillators, and each mode has the ground-state energy $\omega/2$. What matters is how the frequencies $\omega_i(d)$ differ from their values at infinite gap.

Each $\varepsilon$ is a ratio of polynomials in $\omega^2$. Multiplying $F$ by $(\varepsilon_G+\varepsilon_L)(\varepsilon_S+\varepsilon_L)$ gives
\begin{equation}
 (\varepsilon_G+\varepsilon_L)(\varepsilon_S+\varepsilon_L)
 -e^{-2kd}(\varepsilon_G-\varepsilon_L)(\varepsilon_S-\varepsilon_L).
\end{equation}
Its denominators do not depend on $d$. Its zeros are the $\omega_i^2(d)$, and at $d\to\infty$ it reduces to the first product. $F$ is the ratio of the two expressions, so the common denominators cancel. Since $\varepsilon_j\to1$ at high frequency, $F\to1$ there, and the two polynomials have the same degree and leading coefficient. Thus, at $\omega=i\xi$,
\begin{equation}
 F(i\xi)=\prod_i\frac{\xi^2+\omega_i^2(d)}{\xi^2+\omega_i^2(\infty)} .
 \label{eq:product}
\end{equation}

To extract frequencies from the logarithm of this product, consider
\begin{equation}
 J(a,b)=\int_0^\infty\ln\frac{\xi^2+a^2}{\xi^2+b^2}\,d\xi,\qquad a,b>0 .
\end{equation}
Here $J(b,b)=0$ and $\partial J/\partial a=\int_0^\infty2a\,d\xi/(\xi^2+a^2)=\pi$, so $J=\pi(a-b)$. The zero-point energy shift at one $\mathbf k$ is therefore
\begin{equation}
 \frac12\sum_i[\omega_i(d)-\omega_i(\infty)]
 =\frac1{2\pi}\int_0^\infty\ln(1-x)\,d\xi ,
 \label{eq:shift}
\end{equation}
with $x$ taken at imaginary frequency.

For the material values given below, at $k=0.5$ nm$^{-1}$ and $d=1$ nm, the five modes move as follows:
\begin{center}
\begin{tabular}{lrrrrr}
$\omega_i(\infty)$ (eV)&2.886&8.575&11.068&15.622&19.127\\
$\omega_i(d)$ (eV)&2.693&7.393&11.577&15.776&19.220
\end{tabular}
\end{center}
Two frequencies fall and three rise, but the falls are larger. Half the sum of the changes is $-0.309$ eV, and direct integration of the right side of \eqref{eq:shift} gives the same value. The attraction is thus a net effect of shifts of both signs.

\section{The pressure and its scaling}

Per unit area there are $d^2k/(2\pi)^2=k\,dk/(2\pi)$ wave vectors, after integration over direction. The energy per area is
\begin{equation}
 E(d)=\frac1{4\pi^2}\int_0^\infty k\,dk\int_0^\infty d\xi\,\ln(1-x).
\end{equation}
If $E$ rises with $d$, the surfaces attract, so $P=dE/dd$. Because $\partial x/\partial d=-2kx$, the derivative of $\ln(1-x)$ is $2kx/(1-x)$, and
\begin{equation}
 P=\frac1{2\pi^2}\int_0^\infty d\xi\int_0^\infty k^2\,dk\,\frac{x}{1-x}.
\end{equation}
For $0<x<1$, expand $x/(1-x)=\sum_{s\ge1}x^s$. Each wave-number integral is
\begin{equation}
 \int_0^\infty k^2e^{-2skd}\,dk=\frac{2}{(2sd)^3}=\frac1{4s^3d^3}.
\end{equation}
With $\mathrm{Li}_3(y)=\sum_{s\ge1}y^s/s^3$, this gives
\begin{equation}
 P=\frac1{8\pi^2d^3}\int_0^\infty\mathrm{Li}_3(\Delta_G\Delta_S)\,d\xi .
\end{equation}
The customary Hamaker constant $A$ is defined by
\begin{equation}
 P=\frac{A}{6\pi d^3},\qquad
 A=\frac{3}{4\pi}\int_0^\infty\mathrm{Li}_3(\Delta_G\Delta_S)\,d\xi,
 \label{eq:result}
\end{equation}
since $6\pi/(8\pi^2)=3/(4\pi)$. The materials enter through $A$ and the geometry through $d^{-3}$. Dividing by the weight,
\begin{equation}
 \frac Pw=\frac{A}{6\pi\rho g\,t\,d^3}. \label{eq:ratio}
\end{equation}
At fixed gap, a film half as thick has twice the ratio, because its weight halves while its attraction hardly changes. At fixed thickness, doubling the gap divides the ratio by eight. Both rules hold for $d\ll t$ and gaps of a few nanometres at most. With retardation and finite thickness included, doubling the gap under a 20 nm film divides the ratio by 8.1 starting from 1 nm, but by about 10 starting from 10 nm.

\section{Why a 20 nm film counts as thick}

For a finite film with liquid behind it, the potential in the gold is $Ge^{-k(z-d)}+He^{k(z-d)}$, and the potential beyond it decays as $e^{-kz}$. Continuity at $z=d+t$ gives
\begin{equation}
 \varepsilon_G(He^{kt}-Ge^{-kt})=-\varepsilon_L(He^{kt}+Ge^{-kt}),
\end{equation}
hence $H=\Delta_GqG$ with $q=e^{-2kt}$. At $z=d$, write $C'=Ce^{kd}$ and $D'=De^{-kd}$. Then $C'+D'=G+H$ and $\varepsilon_L(C'-D')=\varepsilon_G(H-G)$. Adding and subtracting these conditions,
\begin{align}
 2\varepsilon_LC'&=G[-(\varepsilon_G-\varepsilon_L)+\Delta_Gq(\varepsilon_G+\varepsilon_L)],\\
 2\varepsilon_LD'&=G[(\varepsilon_G+\varepsilon_L)-\Delta_Gq(\varepsilon_G-\varepsilon_L)].
\end{align}
Division gives $C'=-RD'$, where
\begin{equation}
 R=\frac{\Delta_G(1-q)}{1-\Delta_G^2q}.
\end{equation}
Comparison with \eqref{eq:top} shows that $R$ replaces $\Delta_G$. For $0<\Delta_G<1$ the reduction obeys
\begin{equation}
 \Delta_G-R=\Delta_Gq\,\frac{1-\Delta_G^2}{1-\Delta_G^2q}\le\Delta_Gq .
\end{equation}
In the $s=1$ term, the lost fraction is thus at most
\begin{equation}
 \frac{\int_0^\infty k^2e^{-2k(d+t)}dk}{\int_0^\infty k^2e^{-2kd}dk}
 =\left(\frac{d}{d+t}\right)^3=\frac1{21^3}\approx1.1\times10^{-4}.
\end{equation}
The full integral gives a loss of $1.0\times10^{-4}$ of the thick-gold pressure. Waves with $k$ near $1/d$ decay long before they reach the far side of the film. The bound grows with $d/t$ and reaches $1/8$ at $d=t$, so the thick-gold law is most accurate for $d\ll t$.

\section{Numbers for gold, water and silicon}

Rough typical material values are used, with $\xi$ in eV:
\begin{align}
 \varepsilon_G&=1+\frac{9^2}{\xi^2}+\frac{6}{1+(\xi/8)^2},\\
 \varepsilon_S&=1+\frac{10.7}{1+(\xi/4.3)^2},\qquad
 \varepsilon_L=1+\frac{0.78}{1+(\xi/12)^2}.
\end{align}
The gold terms represent free and bound electrons. The liquid is treated as water, with its electronic response alone.

The sign can be settled before integrating. Put $\varepsilon_S-\varepsilon_L$ over its positive common denominator. The numerator is
\begin{equation}
 10.7-0.78+\xi^2\left(\frac{10.7}{12^2}-\frac{0.78}{4.3^2}\right)>0 .
\end{equation}
For gold, the bound term alone exceeds the water term, because
\begin{equation}
 6-0.78+\xi^2\left(\frac6{12^2}-\frac{0.78}{8^2}\right)>0 .
\end{equation}
Both $\Delta_j$ are therefore positive at every $\xi>0$, and in this model the force is attractive.

The integral in $A$ can be followed by hand with a six-point Gauss--Legendre rule. The substitution $\xi=8(1+u)/(1-u)$ maps $-1<u<1$ to $0<\xi<\infty$, and its derivative $16/(1-u)^2$ is included in the weights $W$:
\begin{center}
\begin{tabular}{rrrrrr}
$\xi$ (eV)&$W$ (eV)&$\Delta_G$&$\Delta_S$&$\mathrm{Li}_3$&$W\,\mathrm{Li}_3$\\
0.280&0.734&0.997&0.735&0.8218&0.603\\
1.632&2.092&0.909&0.709&0.7103&1.486\\
4.918&4.880&0.678&0.543&0.3878&1.892\\
13.015&12.915&0.394&0.204&0.0810&1.046\\
39.227&50.290&0.096&0.028&0.0026&0.132\\
228.930&601.090&0.003&0.001&0.0000&0.002
\end{tabular}
\end{center}
In the third row, for example, $\varepsilon_G=1+3.35+4.35=8.70$ and $\varepsilon_L=1.668$, so $\Delta_G=0.678$. The product $\Delta_G\Delta_S$ is $0.3686$, and the series begins $0.3686+0.0170+0.0019+0.0003$. The last column sums to $5.16$ eV. Hence
\begin{equation}
 A=\frac{3}{4\pi}\times5.16\ \mathrm{eV}=1.23\ \mathrm{eV},
\end{equation}
which agrees with the converged integral. The second to fourth points carry 86\% of the sum. In the converged integral, energies from 2 to 10 eV give slightly more than half of $A$, and those below 2 eV about 30\%. Water's large static permittivity comes from molecular motion much slower than nearly all of these frequencies, so it has little influence: adding rotational and infrared terms to $\varepsilon_L$ lowers $A$ by less than 1\%. The ultraviolet description of water matters more; multi-oscillator fits in place of the single 12 eV term lower $A$ by roughly 2 to 10\%.

At $d=1$ nm,
\begin{equation}
 P=\frac{1.232\ \mathrm{eV}}{6\pi(1\ \mathrm{nm})^3}
 =0.0654\ \mathrm{eV/nm^3}\approx10\ \mathrm{MPa},
\end{equation}
and
\begin{equation}
 \frac Pw=\frac{0.0654}{2.36\times10^{-11}}\approx2.8\times10^9 .
\end{equation}
The pull exceeds the weight by more than nine orders of magnitude. A gold layer would have to be about 55 m thick to weigh as much per area.

As a test that does not use the integral over $\xi$, the mode frequencies were found as polynomial roots, their zero-point energies summed over $k$, and the result differenced in $d$. This gives $0.06538$ eV/nm$^3$ at 1 nm and $0.00817$ eV/nm$^3$ at 2 nm. The first agrees with $A/(6\pi d^3)$, and the factor of eight between them confirms the $d^{-3}$ law for the model.

\section{What the model leaves out}

\textbf{Retardation.} Including the finite speed of light lowers the pressure by 0.6\% at 1 nm. At 10 nm, with retardation and finite thickness both included, $P/w$ is $2.3\times10^6$, whereas the $d^{-3}$ law predicts $2.8\times10^6$. The simple law is then about a fifth too high, yet the weight is still negligible.

\textbf{Temperature.} At temperature $T$ a mode has free energy $T\ln[2\sinh(\omega/2T)]$. The product $\sinh y=y\prod_{n\ge1}(1+y^2/\pi^2n^2)$ turns the difference between frequencies $a$ and $b$ into
\begin{equation}
 T\left[\frac12\ln\frac{a^2}{b^2}
 +\sum_{n\ge1}\ln\frac{\xi_n^2+a^2}{\xi_n^2+b^2}\right],
 \qquad \xi_n=2\pi nT .
\end{equation}
Thus $(1/2\pi)\int d\xi$ becomes $T$ times a sum over $\xi_n$, with half weight at $n=0$. At 300 K, $\xi_1=0.16$ eV. Water's slow molecular response is assigned to the $n=0$ term, where its permittivity is 78. There $\Delta_G=1$, but for undoped silicon
\begin{equation}
 \Delta_S=\frac{11.7-78}{11.7+78}=-0.74,
\end{equation}
so this one term is repulsive. It lowers $A$ to $1.20$ eV. If the silicon instead responds like a metal at zero frequency, $A=1.24$ eV. Screening of this term by ions is not included.

\textbf{Materials and gap.} A damping of 0.07 eV in the free-electron term changes $A$ by 0.2\%. Removing the bound electrons of gold matters far more: $A$ falls to $0.81$ eV, by about a third. An effective gap wider by 0.1 nm multiplies the pressure by $1.1^{-3}=0.75$. The result is therefore good to a factor of order one, not to three digits.

\textbf{Charged surfaces.} Ions in the gap can oppose the attraction. For monovalent ions with $n$ pairs per volume, let $u$ be the potential energy of a positive ion divided by $T$. The Poisson--Boltzmann equation is $u''=\kappa^2\sinh u$, with $1/\kappa$ the Debye length. Multiplying by $u'$ and integrating shows that $\cosh u-u'^2/(2\kappa^2)$ is constant across the gap. The repulsive pressure, ionic pressure less electric tension and less the bath's ionic pressure $2nT$, is
\begin{equation}
 P_{\rm ion}=2nT\left[\cosh u-1-\frac{u'^2}{2\kappa^2}\right]
 \le2nT(\cosh u_s-1),
\end{equation}
where the bound follows from evaluation at a surface with fixed $u=u_s$. For 0.1 mol/L and 50 mV on both surfaces, the Debye length is 0.96 nm. The solution gives $P_{\rm ion}=0.0049$ eV/nm$^3$, about 7\% of $P$, and the bound is $0.0079$ eV/nm$^3$. The bound does not apply if the surface charge, rather than the potential, is held fixed. The 50 mV is an assumed value, and the repulsion rises steeply with it: at 0.1 mol/L the same equation gives 30\% of $P$ at 100 mV, 54\% at 150 mV and 77\% at 250 mV, although its point-ion picture becomes unreliable at the larger potentials.

Now combine several of these reductions: no bound electrons in gold, a gap wider by 0.1 nm, retardation, and the full ionic bound. In eV/nm$^3$,
\begin{equation}
 \frac{0.807}{6\pi}\times0.751\times0.994-0.0079=0.024 .
\end{equation}
This is still $1.0\times10^9$ times the weight per area. The positive sign depends on the 50 mV choice. At a gap of 1.1 nm the reduced attraction is $0.032$ eV/nm$^3$, while the ionic repulsion at 0.1 mol/L is $0.030$ at 150 mV and $0.042$ at 250 mV, so the net surface force can vanish or reverse. Each of the two terms remains about $10^9$ times the weight.

\section{Relation to a real etching bath}

Gold films some tens of nanometres thick are used in metal-assisted etching, commonly in hydrofluoric acid with an oxidant, so $t=20$ nm is ordinary. The 1 nm gap is an assumed value, and it is the least certain input. Real surfaces are rough and the film can bend, which breaks the assumption of a uniform gap. If a region sits at 2 nm, its pressure falls to about 1.3 MPa, still more than $3\times10^8$ times the weight. A layer 1 nm thick also holds just a few water molecules across. Their packing can add forces that a continuum permittivity does not contain, and these have not been estimated here.

The 10 MPa is therefore the van der Waals part of the force, not the net load on a film at rest, which other forces must balance. Nor does it set an etching rate. It does show that gravity hardly matters for a film separated from silicon by about a nanometre of water-like liquid. A film at rest above the silicon needs a repulsion equal to the attraction plus the weight, and at a gap of 1 nm leaving out the weight changes that repulsion by less than one part in $10^9$. Turning the wafer upside down reverses the small term and leaves the large one unchanged. The numerical output lists the material parameters used here.

\section*{Table of computed values}
\begin{verbatim}
gap 1.0 nm, film thickness 20.0 nm
gold density 19300 kg/m^3, g 9.80665 m/s^2
gold: plasma energy 9.0 eV, bound strength 6.0, bound energy 8.0 eV
silicon: strength 10.7, energy 4.3 eV
water: strength 0.78, energy 12.0 eV
six-point table: xi(eV) weight(eV) eps_Au eps_Si eps_water D_Au D_Si Li3
  0.2796 0.7340 1043.4003 11.6550 1.7796 0.9966 0.7351 0.82180
  1.6315 2.0917 37.1896 10.3534 1.7658 0.9093 0.7086 0.71031
  4.9176 4.8799 8.7041 5.6363 1.6678 0.6784 0.5433 0.38777
  13.0145 12.9146 3.1236 2.0531 1.3584 0.3938 0.2036 0.08102
  39.2268 50.2895 1.2922 1.1270 1.0667 0.0956 0.0275 0.00263
  228.9300 601.0903 1.0089 1.0038 1.0021 0.0033 0.0008 0.00000
Hamaker constant, six points: 1.2322 eV
Hamaker constant, converged: 1.2322 eV
van der Waals pressure: 0.06537 eV/nm^3 = 10.47 MPa
pressure from mode frequencies, 1 nm: 0.06538 eV/nm^3
pressure from mode frequencies, 2 nm: 0.008172 eV/nm^3
weight per area: 2.363e-11 eV/nm^3 = 3.785e-03 Pa
pressure / weight: 2.77e+09, log10 9.44
gold thickness whose weight equals P: 55.3 m
modes at k = 0.5 /nm, gap 1 nm (eV): [ 2.6933  7.3925 11.5768 15.7764 19.2201]
modes at infinite gap (eV): [ 2.8859  8.5754 11.0681 15.6216 19.1266]
zero-point shift at this k, modes: -0.309314 eV
zero-point shift at this k, integral: -0.309314 eV
relative loss from finite thickness: 9.89e-05
retarded / unretarded pressure at 1 nm: 0.9939
retarded pressure / weight at 10 nm gap: 2.28e+06
temperature 300 K, static water permittivity 78.0
A at 300 K, undoped silicon: 1.2030 eV
A at 300 K, metal-like static silicon: 1.2395 eV
A with gold damping 0.07 eV: 1.2295 eV
A without gold bound oscillator: 0.8074 eV
pressure factor for gap wider by 0.1 nm: 0.751
buoyancy / weight: 0.052
ions 0.1 mol/L, surface potential 0.050 V, Debye length 0.962 nm
double-layer repulsion, equal potentials: 0.00487 eV/nm^3
double-layer upper bound: 0.00788 eV/nm^3
pessimistic net pressure: 0.02410 eV/nm^3
pessimistic net pressure / weight: 1.02e+09
\end{verbatim}
